# The UMP2 energy by spin components and its closed-shell limit

An open-shell molecule has $n_\alpha$ spin-up and $n_\beta$ spin-down electrons. Unrestricted Hartree–Fock (UHF) gives each spin its own spatial orbitals, and second-order Møller–Plesset perturbation theory on this reference is called UMP2. The problem is to write its energy in spatial orbitals and to find when it becomes the closed-shell expression. Hartree atomic units are used.

**Conventions.** Capital letters label spin orbitals: $I,J,K$ are occupied in the UHF determinant $\Phi_0$, $A,B$ are virtual, and $P,Q,R,S$ are either. Small letters $i,j$ (occupied) and $a,b$ (virtual) label spatial orbitals, with a bar for the $\beta$ set where both sets occur together. All orbitals are real, and

$$(pq|rs)=\iint \phi_p(\mathbf r_1)\phi_q(\mathbf r_1)\frac{1}{r_{12}}\phi_r(\mathbf r_2)\phi_s(\mathbf r_2)\,d\mathbf r_1 d\mathbf r_2 .$$

Such an integral is unchanged when $p,q$ are exchanged, when $r,s$ are exchanged, or when the two pairs are exchanged. For spin orbitals, $(PQ|RS)$ also includes the sums over the two spin variables.

The UHF calculation is converged and the orbitals are canonical: those of spin $\sigma$ are eigenfunctions of the Fock operator $F^\sigma$ with energies $\varepsilon_p$. Within each spin, every occupied level lies below every virtual level. The orbital basis is finite, and its determinants with the given $n_\alpha$ and $n_\beta$ form a complete orthonormal set for the problem.

## (a) The second-order energy

**Question.** Let $H_0=\sum_P\varepsilon_P a_P^\dagger a_P$ and $V=H-H_0$. Find the energy of $H_0+\lambda V$ through second order in $\lambda$. What do the two lowest orders add up to?

**Solution.** Every determinant $\Phi_n$ is an eigenfunction of $H_0$; its eigenvalue $E_n$ is the sum of its occupied orbital energies. Write $E^{(k)}$ for the energy of order $k$, so that $E^{(0)}=E_0$. Expand

$$\Psi=\Phi_0+\lambda\Psi_1+\lambda^2\Psi_2+\dots,\qquad E=E_0+\lambda E^{(1)}+\lambda^2E^{(2)}+\dots$$

and fix the normalization by $\langle\Phi_0|\Psi_k\rangle=0$ for $k\ge1$. The terms of first order in $(H_0+\lambda V)\Psi=E\Psi$ are

$$H_0\Psi_1+V\Phi_0=E_0\Psi_1+E^{(1)}\Phi_0 .$$

Projection on $\Phi_0$ gives $E^{(1)}=\langle\Phi_0|V|\Phi_0\rangle$. Projection on $\Phi_n$ with $n\neq0$ gives $(E_n-E_0)c_n+\langle\Phi_n|V|\Phi_0\rangle=0$, where $c_n=\langle\Phi_n|\Psi_1\rangle$. Hence

$$c_n=\frac{\langle\Phi_n|V|\Phi_0\rangle}{E_0-E_n}.$$

The second-order terms are $H_0\Psi_2+V\Psi_1=E_0\Psi_2+E^{(1)}\Psi_1+E^{(2)}\Phi_0$. On projection with $\Phi_0$, the terms containing $\langle\Phi_0|\Psi_1\rangle$ or $\langle\Phi_0|\Psi_2\rangle$ vanish, leaving

$$E^{(2)}=\langle\Phi_0|V|\Psi_1\rangle=\sum_{n\ne0}\frac{|\langle\Phi_n|V|\Phi_0\rangle|^2}{E_0-E_n}. \tag{1}$$

The two lower orders add to $E_0+E^{(1)}=\langle\Phi_0|H_0+V|\Phi_0\rangle=\langle\Phi_0|H|\Phi_0\rangle$. This is the UHF energy, apart from the constant nuclear repulsion. The first correction to UHF is therefore $E^{(2)}$.

## (b) Which determinants contribute?

**Question.** Evaluate the couplings in (1), using

$$H=\sum_{PQ}h_{PQ}a_P^\dagger a_Q+\tfrac12\sum_{PQRS}(PR|QS)\,a_P^\dagger a_Q^\dagger a_S a_R .$$

**Solution.** Since $H_0$ is diagonal in the determinants, $\langle\Phi_n|V|\Phi_0\rangle=\langle\Phi_n|H|\Phi_0\rangle$ for $n\ne0$. The Hamiltonian moves at most two electrons, so determinants with three or more replaced orbitals do not couple to $\Phi_0$.

*Single excitations.* Let $\Phi_I^A=a_A^\dagger a_I\Phi_0$. The one-electron part of $H$ contributes $h_{AI}$. The two-electron part must remove $I$ and some other occupied $K$, then create $A$ and restore $K$. The choice $P,Q,R,S=A,K,I,K$ gives

$$a_A^\dagger a_K^\dagger a_K a_I\Phi_0=\Phi_I^A,$$

with integral $(AI|KK)$. The choice $A,K,K,I$ has its annihilators in the opposite order, which gives a minus sign and the integral $(AK|KI)$. Exchanging the two electron labels in each choice gives an equal term, and this cancels the factor $\tfrac12$:

$$\langle\Phi_I^A|H|\Phi_0\rangle=h_{AI}+\sum_K\big[(AI|KK)-(AK|KI)\big]. \tag{2}$$

The term $K=I$ is zero, so the sum may run over all occupied $K$.

If $A$ and $I$ have the same spin $\sigma$, (2) is the matrix element $f^\sigma_{ai}$ of $F^\sigma$. It vanishes because $\phi_a$ and $\phi_i$ are different eigenfunctions of that operator. If their spins differ, $h_{AI}$ and $(AI|KK)$ vanish by spin orthogonality, and $(AK|KI)$ would need $K$ to share the spin of both. Singles therefore drop out.

*Double excitations.* Let $\Phi_{IJ}^{AB}=a_A^\dagger a_B^\dagger a_Ja_I\Phi_0$. The operators must remove $I,J$ and create $A,B$, which can be done in four ways:

- $P,Q,R,S=A,B,I,J$ gives $+(AI|BJ)$.
- $B,A,J,I$ exchanges both pairs of operators: two sign changes and the same integral, $+(BJ|AI)$.
- $A,B,J,I$ exchanges one pair: $-(AJ|BI)$.
- $B,A,I,J$ also exchanges one pair: $-(BI|AJ)$.

With the factor $\tfrac12$ and the symmetry of real integrals,

$$\langle\Phi_{IJ}^{AB}|H|\Phi_0\rangle=(IA|JB)-(IB|JA). \tag{3}$$

## (c) The sum over spin orbitals

**Question.** Write $E^{(2)}$ as a sum in which $I,J,A,B$ run independently.

**Solution.** The excitation removes $\varepsilon_I+\varepsilon_J$ from the sum of orbital energies and adds $\varepsilon_A+\varepsilon_B$, so

$$E_0-E_n=\varepsilon_I+\varepsilon_J-\varepsilon_A-\varepsilon_B\equiv\Delta_{IJ}^{AB}.$$

Each distinct double is counted once by $I<J$, $A<B$. The square of (3) does not change under $I\leftrightarrow J$ or $A\leftrightarrow B$, since either exchange only reverses the sign of (3). It is zero for $I=J$ or $A=B$. Independent sums thus count each double four times:

$$E^{(2)}=\frac14\sum_{IJAB}\frac{[(IA|JB)-(IB|JA)]^2}{\Delta_{IJ}^{AB}}. \tag{4}$$

An excitation that conserves $n_\alpha$ and $n_\beta$ lifts each electron across the gap of its own spin, or can be relabelled so that it does. Its denominator is therefore negative, and $E^{(2)}\le0$. The denominator is the sum of two such orbital-energy differences, one for each electron. If both become small while the coupling does not, the term grows without limit and second order is no longer a useful approximation. Stretched H$_2$ in the 6-31G basis shows this for the solution with equal $\alpha$ and $\beta$ orbitals: at 32 bohr its gap is 0.031 hartree and $E^{(2)}=-1.18$ hartree. The lower UHF solution with different orbitals keeps a gap near 0.59 hartree from 4 to 32 bohr, and its $E^{(2)}$ tends to zero.

## (d) Two electrons of the same spin

**Question.** Carry out the spin sums in (4). Which spin patterns survive, and what do the patterns with four equal spins contribute?

**Solution.** Spin functions are orthonormal, and each electron's pair of orbitals must match in spin:

$$(IA|JB)=(ia|jb)\,\delta_{\sigma_I\sigma_A}\delta_{\sigma_J\sigma_B},\qquad (IB|JA)=(ib|ja)\,\delta_{\sigma_I\sigma_B}\delta_{\sigma_J\sigma_A}. \tag{5}$$

Of the sixteen assignments of $(\sigma_I\sigma_J;\sigma_A\sigma_B)$, six give a nonzero bracket: $(\alpha\alpha;\alpha\alpha)$, $(\beta\beta;\beta\beta)$, and the mixed patterns $(\alpha\beta;\alpha\beta)$, $(\alpha\beta;\beta\alpha)$, $(\beta\alpha;\beta\alpha)$, $(\beta\alpha;\alpha\beta)$.

For four $\alpha$ spins both integrals survive. Expanding the square gives

$$E_{\alpha\alpha}=\frac14\sum_{ijab}\frac{(ia|jb)^2-2(ia|jb)(ib|ja)+(ib|ja)^2}{\Delta_{ij}^{ab}} .$$

In the last term, exchange the names $a$ and $b$. The denominator and the summation range are unchanged, and $(ib|ja)^2$ becomes $(ia|jb)^2$. The two squared terms have equal sums, so

$$E_{\alpha\alpha}=\frac12\sum_{ijab}^{\alpha}\frac{(ia|jb)\,[(ia|jb)-(ib|ja)]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}. \tag{6}$$

$E_{\beta\beta}$ is the same expression with all four orbitals, and their energies, from the $\beta$ set.

A single summand of (6) can have either sign, but the whole sum cannot be positive, since it equals a sum of squares over negative denominators. For one pair $i<j$ and $a<b$, put $v=(ia|jb)$ and $w=(ib|ja)$. The four orderings in (6) then give

$$\tfrac12\,[2v(v-w)+2w(w-v)]/\Delta_{ij}^{ab}=(v-w)^2/\Delta_{ij}^{ab}. \tag{7}$$

The exchange integral $w$ comes from the antisymmetry of the wavefunction. It makes the contribution vanish when $i=j$ or $a=b$, as the Pauli principle requires.

## (e) Two electrons of opposite spin

**Question.** Evaluate the four mixed patterns.

**Solution.** In $(\alpha\beta;\alpha\beta)$, the first product of deltas in (5) is one and the second is zero. The pattern contributes $\tfrac14S$, with

$$S=\sum_{i a}^{\alpha}\sum_{\bar j\bar b}^{\beta}\frac{(ia|\bar j\bar b)^2}{\varepsilon_i+\varepsilon_{\bar j}-\varepsilon_a-\varepsilon_{\bar b}} .$$

In $(\alpha\beta;\beta\alpha)$, $A$ has spin $\beta$ and $B$ has spin $\alpha$. Now $-(IB|JA)$ survives, and squaring removes its sign. Naming the $\alpha$ virtual $a$ and the $\beta$ virtual $\bar b$ turns this sum into $\tfrac14S$ as well. The other two patterns follow from these by exchanging the roles of $I$ and $J$ and of $A$ and $B$, which leaves the square and the denominator unchanged. Altogether $4\cdot\tfrac14S=S$:

$$E_{\alpha\beta}=\sum_{i a}^{\alpha}\sum_{\bar j\bar b}^{\beta}\frac{(ia|\bar j\bar b)^2}{\varepsilon_i+\varepsilon_{\bar j}-\varepsilon_a-\varepsilon_{\bar b}}, \qquad E^{(2)}=E_{\alpha\alpha}+E_{\beta\beta}+E_{\alpha\beta}. \tag{8}$$

There is no factor $\tfrac12$, because $i$ and $\bar j$ belong to different lists and each excitation occurs once. There is no exchange term, because it would place an $\alpha$ electron in a $\beta$ orbital. Overlaps between $\alpha$ and $\beta$ spatial orbitals do not appear either: the spin functions already make the spin orbitals orthogonal.

## (f) Identical orbital sets

**Question.** Suppose the occupied $\alpha$ and $\beta$ orbitals span the same space. Show what this implies for the virtual orbitals and energies, and simplify (8).

**Solution.** Equal occupied spaces have equal dimension, so $n_\alpha=n_\beta$, and they give equal density matrices $P^\alpha=P^\beta$. The Fock operators are

$$F^\sigma=h+\mathcal J[P^\alpha+P^\beta]-\mathcal K[P^\sigma],$$

where $\mathcal J$ and $\mathcal K$ are the Coulomb and exchange operators built from the density shown. The spin label enters through $\mathcal K[P^\sigma]$, so $F^\alpha=F^\beta$. The same eigenfunctions and energies can then be used for both spins, virtual orbitals included.

If a level is degenerate, the two sets might first come out rotated relative to each other. Such a rotation leaves $H_0$ unchanged and changes $\Phi_0$ by a sign at most. Equation (1) depends on these and on $V$, so $E^{(2)}$ is unaffected.

With common orbitals the bars can be dropped. Define

$$D=\sum_{ijab}\frac{(ia|jb)^2}{\Delta_{ij}^{ab}},\qquad X=\sum_{ijab}\frac{(ia|jb)(ib|ja)}{\Delta_{ij}^{ab}} .$$

Equations (6) and (8) become $E_{\alpha\alpha}=E_{\beta\beta}=\tfrac12(D-X)$ and $E_{\alpha\beta}=D$. Therefore

$$E^{(2)}=2\cdot\tfrac12(D-X)+D=2D-X,$$

$$E^{(2)}=\sum_{ijab}\frac{(ia|jb)\,[2(ia|jb)-(ib|ja)]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}. \tag{9}$$

This is the closed-shell MP2 energy. Of the coefficient 2, one unit comes from opposite spins and one half from each same-spin sum. For a single electron pair, $i=j$ makes the two integrals in $X$ equal, so $X=D$. The same-spin parts then vanish and $E^{(2)}=D$, as they must when there is one electron of each spin.

Water in the STO-3G basis (bond length 1.8 bohr, angle 105°) shows the reduction. The UHF components are $E_{\alpha\alpha}=E_{\beta\beta}=-0.000991$ and $E_{\alpha\beta}=-0.033060$ hartree, which add to

$$-0.000991-0.000991-0.033060=-0.035042 .$$

Formula (9), evaluated with separately converged restricted orbitals, also gives $-0.035042$ hartree.

## (g) Two weaker conditions

**Question.** Is it enough that both spins use the same list of spatial orbitals? Is it enough that $n_\alpha=n_\beta$?

**Solution.** Neither is enough.

A restricted open-shell determinant uses one list of spatial orbitals but occupies it differently for the two spins. Then $P^\alpha\ne P^\beta$, and the Fock operators differ by $F^\alpha-F^\beta=-\mathcal K[P^\alpha-P^\beta]$. One set of orbitals cannot in general diagonalize both. For the NH$_2$ radical of part (h), the largest occupied–virtual Fock element in restricted open-shell orbitals is 0.02937 hartree in magnitude for each spin. By (2), single excitations then couple to the reference. The argument of part (b) fails, and a perturbation theory on this reference needs a singles term and a fresh choice of $H_0$.

Equal electron numbers do not force equal orbitals. For H$_2$ at 4.0 bohr in the 6-31G basis, a UHF solution exists whose occupied $\alpha$ and $\beta$ orbitals have an overlap of only 0.258. The energies in hartree are:

| Reference | Reference energy | Second-order correction |
|---|---:|---:|
| UHF | −0.999551 | −0.000404 |
| Restricted | −0.900551 | −0.051167 |

The corrections belong to different determinants and need not agree. Here UHF has already lowered the energy by 0.099 hartree relative to the restricted reference, by letting the orbitals differ. The small UHF correction does not mean that UMP2 is accurate here: the exact energy in this basis, $-1.009485$ hartree, lies 0.0099 hartree below UHF, and second order recovers only 4% of that, from a determinant with $\langle S^2\rangle=0.93$. Formula (9) does not apply to the UHF solution, although $n_\alpha=n_\beta=1$: evaluated with the $\alpha$ orbitals it gives $-0.008969$ hartree instead of $-0.000404$.

## (h) The NH$_2$ radical

**Question.** NH$_2$ has five $\alpha$ and four $\beta$ electrons. Take a bond length of 1.9 bohr, an angle of 105° and the STO-3G basis, which has seven spatial orbitals. Count the double excitations of each type, work out one same-spin and one opposite-spin contribution, and assemble the energy.

**Solution.** There are $7-5=2$ virtual $\alpha$ orbitals and $7-4=3$ virtual $\beta$ orbitals. The distinct doubles number

$$\alpha\alpha:\ \binom52\binom22=10,\qquad \beta\beta:\ \binom42\binom32=18,\qquad \alpha\beta:\ (5\cdot2)(4\cdot3)=120 .$$

The largest $\alpha\alpha$ contribution comes from occupied orbitals 2 and 3 and virtual orbitals 6 and 7. Their energies give

$$\Delta=-1.12557-0.59844-0.63161-0.71040=-3.06602 .$$

The integrals are $v=0.070306$ and $w=0.037660$, so by (7)

$$\frac{(0.070306-0.037660)^2}{-3.06602}=\frac{0.0010658}{-3.06602}=-0.000348\ \text{hartree}.$$

Without the exchange term in (6), the four orderings would give $(v^2+w^2)/\Delta=0.006361/(-3.06602)=-0.002075$ hartree. Exchange reduces the contribution of this pair to about a sixth of that.

The largest $\alpha\beta$ contribution excites an electron from orbital 3 to orbital 7 in each spin set:

$$\Delta=(-0.59844-0.71040)+(-0.57450-0.73656)=-2.61990,$$

$$\frac{(0.133732)^2}{-2.61990}=\frac{0.017884}{-2.61990}=-0.006826\ \text{hartree}.$$

No exchange integral is subtracted. The complete sums, in hartree, are

$$E_{\alpha\alpha}=-0.000504,\quad E_{\beta\beta}=-0.000500,\quad E_{\alpha\beta}=-0.028333,$$

and the total is $E^{(2)}=-0.029338$ hartree, or $-77.03$ kJ/mol. (The rounded components add to $-0.029337$.) With the UHF energy of $-54.833529$ hartree, the UMP2 energy is $-54.862867$ hartree.

The numerical check obtains each component independently, by summing (1) over determinants with a Hamiltonian matrix built from creation and annihilation operators. It also tests the total against half the second derivative of the lowest eigenvalue of $H_0+\lambda V$ at $\lambda=0$.

Diagonalizing the full Hamiltonian in the same basis gives a correlation energy of $-0.043659$ hartree relative to UHF. Second order recovers $0.029338/0.043659=67\%$ of it. The UHF determinant has $\langle S^2\rangle=0.7567$, whereas a pure doublet has $\tfrac12\cdot\tfrac32=0.75$. The reference therefore contains a small admixture of higher spin, and nothing in the derivation projects it out.

The balance of the components depends on the basis. In cc-pVDZ, with all electrons correlated, they are $-0.022603$, $-0.009849$ and $-0.112305$ hartree for $\alpha\alpha$, $\beta\beta$ and $\alpha\beta$. The opposite-spin share falls from 97% to 78%, and the two same-spin parts, nearly equal in STO-3G, now differ by more than a factor of two. Their near equality in the small basis is thus no sign of a closed shell: the reduction in (f) rests on equal occupied spaces, which NH$_2$ with five $\alpha$ and four $\beta$ electrons cannot have. The cc-pVDZ energies are themselves far from converged in the basis: the total of $-0.145$ hartree becomes $-0.197$ in cc-pVTZ and $-0.227$ in cc-pVQZ. In these two bases the opposite-spin share stays between 78% and 80%, and the ratio of the same-spin parts stays near 2.3.

## Calculated quantities

```
NH2, STO-3G, UHF reference; energies in hartree
bond length 1.9 bohr, angle 105.0 degrees
alpha, beta electrons: 5, 4; spatial orbitals: 7
alpha orbital energies: [-15.3363   -1.12557  -0.59844  -0.45171  -0.42514   0.63161   0.7104 ]
beta orbital energies:  [-15.30873  -0.99347  -0.5745   -0.37096   0.32071   0.67691   0.73656]
<S^2> of UHF determinant: 0.75669
spin population of out-of-plane N 2p: 1.00000
UHF total energy: -54.833529
distinct doubles aa, bb, ab: 10 18 120
largest aa pair: i=2, j=3 -> a=6, b=7
  (ia|jb) = 0.070306, (ib|ja) = 0.037660
  denominator -3.066028, contribution -0.000348
largest ab term: alpha 3->7, beta 3->7
  (ia|jb) = 0.133732, denominator -2.619908, contribution -0.006826
E_aa: formula -0.000504, determinant sum -0.000504
E_bb: formula -0.000500, determinant sum -0.000500
E_ab: formula -0.028333, determinant sum -0.028333
UMP2 correlation energy: -0.029338 hartree = -77.03 kJ/mol
same from eigenvalue curvature: -0.029338
full CI correlation energy, same basis: -0.043659
largest coupling to singles: 1.6e-10
largest coupling to triples and higher: 0.0e+00
restricted open-shell NH2, largest |f_ia|: alpha 0.02937, beta 0.02937
NH2, cc-pVDZ, all electrons correlated (hartree)
E_aa, E_bb, E_ab: -0.022603 -0.009849 -0.112305
total -0.144756, PySCF UMP2 -0.144756
H2O, STO-3G, bond 1.8 bohr, angle 105.0 degrees (hartree)
E_aa, E_bb, E_ab: -0.000991 -0.000991 -0.033060
UMP2 sum -0.035042, closed-shell formula -0.035042
same from eigenvalue curvature: -0.035042
H2, 6-31G, distance 4.0 bohr (hartree)
overlap of occupied alpha and beta orbitals: 0.25815
UHF energy -0.999551, RHF energy -0.900551
UMP2 correction -0.000404, closed-shell MP2 -0.051167
```
